\section*{Oscillating correlations in an Ising dipole chain with competing couplings}

\section{What symmetry fixes}

A chain of two-valued dipoles $s_i=\pm1$ has a nearest-neighbour coupling $J$ and a second-neighbour coupling $-rJ$. The correlation $G(n)=\langle s_0s_n\rangle$ is dimensionless, so it can depend on the energies and the temperature through $K=J/kT$ and $r$ alone, besides the integer $n$.

The interaction reaches two sites, so the state carried along the chain is that of two adjacent dipoles: four states. Reversing every dipole leaves the energy unchanged, which splits these four states into two even and two odd combinations. The operator $s_0$ is odd and connects the even equilibrium state to the odd pair. Hence $G(n)$ is governed by the two eigenvalues of a real $2\times2$ matrix. They are either both real or complex conjugates, and a conjugate pair means a damped oscillation. The task is to find the sign of one discriminant.

\section{Model and result}

The energy, with each pair counted once, is
\begin{equation}
E=-J\sum_i s_is_{i+1}+rJ\sum_i s_is_{i+2},\qquad J>0,\quad r>0 .
\label{energy}
\end{equation}
The first term favours parallel neighbours, the second antiparallel second neighbours. The chain is infinite, in zero field, at $T>0$. With the abbreviations
\begin{equation}
c=\cosh K,\quad h=\sinh K,\quad g=e^{2rK},\quad R=\sqrt{h^2+g^2},
\end{equation}
the result is as follows. If $c<g$, that is
\begin{equation}
\cosh(J/kT)<\exp(2rJ/kT),
\label{criterion}
\end{equation}
$G(n)$ is a damped oscillation with infinitely many sign changes. If $c\ge g$, $G(n)$ is positive and decreases monotonically.

\section{Derivation}

\subsection{Bond variables}

Define $t_i=s_is_{i+1}=\pm1$. Since $s_{i+1}^2=1$,
\begin{equation}
s_is_{i+2}=(s_is_{i+1})(s_{i+1}s_{i+2})=t_it_{i+1},\qquad
s_0s_n=t_0t_1\cdots t_{n-1}.
\end{equation}
On an open chain the first dipole and all the bonds determine the configuration, so the $t_i$ can be summed independently. The Boltzmann exponent becomes
\begin{equation}
-E/kT=K\sum_i t_i-rK\sum_i t_it_{i+1}.
\end{equation}
This is a nearest-neighbour Ising chain in a field. Sharing each field term equally between its two links gives the transfer matrix $T(t,t')=\exp[K(t+t')/2-rKtt']$, or
\begin{equation}
T=\begin{pmatrix}e^{K-rK}&e^{rK}\\ e^{rK}&e^{-K-rK}\end{pmatrix}.
\end{equation}
Its trace is $2e^{-rK}c$ and its determinant is $e^{-2rK}-e^{2rK}=-2\sinh2rK$. Therefore
\begin{align}
\lambda_\pm&=e^{-rK}c\pm\sqrt{e^{-2rK}c^2-e^{-2rK}+e^{2rK}}\nonumber\\
&=e^{-rK}\left(c\pm\sqrt{c^2-1+g^2}\right)=e^{-rK}(c\pm R).
\end{align}
Write $\lambda=\lambda_+$, with normalized eigenvector $v$. Because $\lambda_++\lambda_->0$ and $\lambda_+\lambda_-<0$, $\lambda_+$ exceeds $|\lambda_-|$. Far from the ends, each outer part of the chain therefore projects onto $v$.

\subsection{Inserting the correlation}

Let $S=\mathrm{diag}(1,-1)$ represent one factor $t_i$. There are $n$ such factors, separated by $n-1$ transfer matrices:
\begin{equation}
G(n)=\frac{v^{T}S(TS)^{n-1}v}{\lambda^{n-1}}
=\frac{v^{T}(ST)^nv}{\lambda^n}.
\end{equation}
The second form follows by replacing the last $v$ by $Tv/\lambda$. Although $S$ and $T$ are symmetric, their product
\begin{equation}
ST=\begin{pmatrix}e^{K-rK}&e^{rK}\\-e^{rK}&-e^{-K-rK}\end{pmatrix}
\end{equation}
is not, and its eigenvalues may be complex. From
\begin{equation}
\mathrm{tr}\,ST=2e^{-rK}h,\qquad
\det ST=e^{2rK}-e^{-2rK}=e^{-2rK}(g^2-1),
\end{equation}
its eigenvalues are $e^{-rK}[h\pm\sqrt{h^2-g^2+1}]$. Using $h^2+1=c^2$ and dividing by $\lambda$,
\begin{equation}
\rho_\pm=\frac{h\pm\sqrt{c^2-g^2}}{c+R}.
\label{roots}
\end{equation}
They are complex when $c<g$, which is condition~(\ref{criterion}). It remains to show that the oscillating part is present in $G$, and that real roots give no sign change.

\subsection{Recurrence and starting values}

A $2\times2$ matrix satisfies its own characteristic equation. Applied to $ST/\lambda$ between $v^T$ and $v$, this gives
\begin{equation}
G(n+2)=2\alpha G(n+1)-\beta G(n),\quad
\alpha=\frac{h}{c+R},\quad \beta=\frac{g^2-1}{(c+R)^2}.
\label{recurrence}
\end{equation}
The first starting value is $G(0)=1$. The second is $G(1)=\langle t\rangle$. To obtain it, replace the coefficient $K$ of $\sum t_i$ by a free parameter $b$, hold $g$ fixed, and differentiate $\ln\lambda$:
\begin{align}
\langle t\rangle&=\frac{d}{db}\ln\left(\cosh b+\sqrt{\sinh^2b+g^2}\right)_{b=K}
=\frac{h+hc/R}{c+R}=\frac hR .
\label{gone}
\end{align}

Both roots lie inside the unit circle. For a complex pair,
$|\rho_\pm|^2=\beta=|\lambda_-|/\lambda_+<1$. For real roots, $h<R$ and $\sqrt{c^2-g^2}<c$ give $\rho_+<1$; moreover $c^2-g^2<h^2$, because $g>1$, so $\rho_->0$.

\subsection{Complex roots: $c<g$}

Set $\rho_\pm=\rho e^{\pm iq}$. The real part of (\ref{roots}) is $h/(c+R)$ and the modulus is $\sqrt\beta$, so
\begin{equation}
\rho=\frac{\sqrt{g^2-1}}{c+R},\qquad
\cos q=\frac{h}{\sqrt{g^2-1}},\qquad 0<q<\frac\pi2 .
\label{q}
\end{equation}
The solution with $G(0)=1$ is $\rho^n(\cos qn+B\sin qn)$. The value of $G(1)$ fixes $B$:
\begin{equation}
B\rho\sin q=\frac hR-\frac h{c+R}=\frac{hc}{R(c+R)}=\frac cR\,\rho\cos q .
\end{equation}
Thus
\begin{equation}
G(n)=\rho^n\left[\cos qn+\frac cR\cot q\,\sin qn\right].
\label{oscillating}
\end{equation}
With $\tan\varphi=B$ and $0<\varphi<\pi/2$, the bracket equals $\sqrt{1+B^2}\cos(qn-\varphi)$. Its amplitude is at least one and cannot vanish. Each positive or negative half-cycle has length $\pi/q>2$ sites and so contains an integer $n$. The signs of $G$ therefore alternate between half-cycles without end. With $n$ treated as a continuous variable, the first zero of (\ref{oscillating}) is at
\begin{equation}
n_1=(\pi/2+\varphi)/q .
\label{zero}
\end{equation}

\subsection{Real roots: $c\ge g$}

For $c>g$, write $G(n)=a\rho_+^n+(1-a)\rho_-^n$ with
\begin{equation}
a=\frac{G(1)-\rho_-}{\rho_+-\rho_-}.
\end{equation}
Since $G(1)=h/R>h/(c+R)>\rho_-$, $a$ is positive. Consider
\begin{align}
\frac{G(n)}{\rho_-^n}&=a\left(\frac{\rho_+}{\rho_-}\right)^n+1-a,\\
\frac{G(n)-G(n+1)}{\rho_-^n}&=a(1-\rho_+)\left(\frac{\rho_+}{\rho_-}\right)^n+(1-a)(1-\rho_-).
\end{align}
Both right-hand sides increase with $n$. At $n=0$ they equal $1$ and $1-G(1)$, which are positive. Hence $G$ is positive and decreasing for every $n$.

At $c=g$ the roots coincide at $\rho_0=h/(c+R)$. The solution is $(1+dn)\rho_0^n$, and (\ref{gone}) gives $d=(c+R)/R-1=c/R$:
\begin{equation}
G(n)=\left(1+\frac{c}{R}n\right)\rho_0^n .
\end{equation}
Successive values have the ratio $\rho_0[1+d/(1+dn)]\le\rho_0(1+d)=G(1)<1$, so this case is monotone as well.

\section{Where in temperature the oscillation occurs}

Take the logarithm of (\ref{criterion}): oscillation requires $\ln\cosh K<2rK$. The function $\ln\cosh K$ vanishes at $K=0$ and is strictly convex, since its second derivative is $1/\cosh^2K$. Therefore $\ln\cosh K/K$ rises steadily, from $0$ at $K=0$ towards $1$ at large $K$.

For $0<r<1/2$ it passes $2r$ once, at $K_D$. The chain oscillates for $K<K_D$, which is \emph{above} the disorder temperature $T_D=J/(kK_D)$. For $r\ge1/2$ it oscillates at every $T>0$.

Two limits give quick estimates. For small $r$, $K^2/2\simeq2rK$; for $r$ just below $1/2$, $K-\ln2\simeq2rK$. Hence
\begin{equation}
\frac{kT_D}{J}\simeq\frac1{4r}\quad(r\ll1),\qquad
\frac{kT_D}{J}\simeq\frac{1-2r}{\ln2}\quad(r\to\tfrac12^-).
\label{limits}
\end{equation}
At $r=0.1$ the first gives $2.5$ against the full solution $2.43$. At $r=0.4$ the second gives $0.2885$ against $0.2889$.

The value $r=1/2$ also separates the ground states. Assign to each adjacent pair of bonds the energy $-J(t+t')/2+rJtt'$. The pairs $++$, $+-$ and $--$ cost $-J+rJ$, $-rJ$ and $J+rJ$. The lowest is $++$ for $r<1/2$, giving the ferroelectric state, and $+-$ for $r>1/2$, giving up-up-down-down. Either choice can be repeated along the whole chain.

The wavenumber in (\ref{q}) behaves as follows.
\begin{itemize}
\item At high temperature $\cos q\simeq\frac12\sqrt{K/r}\to0$, so $q\to\pi/2$, while $\rho\simeq\sqrt{rK}\to0$. The oscillation is present but dies within a few sites.
\item As $T\to0$ at $r=1/2$, $\cos q\to1/2$ and $q\to\pi/3$.
\item As $T\to0$ at $r>1/2$, $\cos q\simeq\frac12e^{-(2r-1)K}\to0$ and $q\to\pi/2$, the four-site period of the ground state.
\item As $T\to T_D$ from above, $\tan q=\sqrt{g^2-c^2}/h\to0$ and the period $2\pi/q$ diverges.
\end{itemize}

The free energy per site, $-kT\ln\lambda$, is smooth at $T_D$ because $R>0$. The change is one of short-range order, not a phase transition.

\section{Oscillation and the scattering peak}

Diffuse scattering measures
\begin{equation}
S(k)=1+2\sum_{n\ge1}G(n)\cos kn,\qquad
S''(0)=-2\sum_{n\ge1}n^2G(n),
\end{equation}
with $k$ in radians per site. At $T_D$ every $G(n)$ is positive, so $S''(0)<0$ and $k=0$ is still a maximum. By continuity it remains one just above $T_D$, where $G$ already oscillates. A satellite peak is thus a stricter requirement than a sign change in real space.

At high temperature, to first order in $K$, $G(1)=K$, $G(2)=-rK$ and the rest vanish. Then $S\simeq1+2K\cos k-2rK\cos2k$, and $dS/dk=0$ away from $k=0$ and $\pi$ gives $\cos k=1/(4r)$. In this limit a satellite exists for $r>1/4$, and its position differs from $q=\pi/2$. The peak position should not be inserted for $q$ in (\ref{oscillating}).

\section{Worked example}

Take $J=20$ meV, $r=0.4$ and a dipole spacing of $0.5$ nm. The crossing is at $K_D=3.461$, so $T_D=67.1$ K. The curvature $S''(0)$ changes sign at $T_L=104.7$ K. Between these temperatures the correlations oscillate although $k=0$ is still a local maximum of $S$. The maximum over $0\le k\le\pi$ was tested on a grid: it is at $k=0$ for $0.95\,T_L$ and away from it for $1.05\,T_L$.

\paragraph{50 K.} Here $K=20/4.309=4.642$, $c=51.87$, $h=51.86$ and $g=40.99$. Since $c>g$, the roots are real. With $R=66.11$ and $\sqrt{c^2-g^2}=31.78$,
\begin{equation}
\rho_\pm=\frac{51.86\pm31.78}{51.87+66.11}=0.709,\ 0.170 .
\end{equation}
The correlations fall smoothly: $0.785$, $0.569$, $0.406$, $0.288$ for $n=1$ to $4$. The larger root gives a decay length $-0.5/\ln0.709=1.45$ nm.

\paragraph{120 K.} Now $K=20/10.34=1.934$, $c=3.531$, $h=3.387$ and $g=4.699$. Since $c<g$, the roots are complex. With $R=5.792$,
\begin{equation}
\rho_\pm=\frac{3.387\pm i\sqrt{4.699^2-3.531^2}}{3.531+5.792}=0.363\pm0.332\,i,
\end{equation}
so $\rho=0.492$ and $q=0.741$. The period is $2\pi/q=8.48$ sites, or $4.24$ nm, and the decay length is $0.71$ nm. In (\ref{oscillating}) $B=0.666$ and $\varphi=0.588$, so (\ref{zero}) gives $n_1=2.91$. The next zero is $\pi/q=4.24$ sites further, at $7.15$. Accordingly $G(3)$ to $G(7)$ are negative and $G(8)$ is positive.

The strongest negative value is $G(4)=-0.051$. Over one period the amplitude is multiplied by $e^{-4.24/0.706}\simeq0.0025$, so in practice one negative lobe is visible, not a wave train. The scattering peak is at $k=0.375$ rad per site, about half of $q$.

\section{Real chains and neglected effects}

The coupling $J$, the dipole and the weak cross-chain coupling used here are illustrative values, not fitted to any material. The ratio $r=0.4$ is chosen to display the crossover. Real crystals break the assumption of isolated chains with two couplings; the following estimates show that this can move the numbers substantially.

\paragraph{Coupling between chains.} Let a dipole feel a total coupling $J'=0.2$ meV to other chains, treated in mean field. A chain responds to a small field energy $f$ as $m=S(f+J'm)/kT$, so its response is multiplied by $1/(1-J'S/kT)$. At the peak of $S$, $J'S/kT$ is $0.30$ at 50 K and $0.046$ at 120 K: enhancements of 43\% and 5\%. The denominator vanishes at 34 K. Below that temperature the isolated-chain result does not describe this example.

\paragraph{Third neighbours.} Two collinear dipoles $p=0.03\,e\,$nm, three spacings apart in a background permittivity of 5, have the coupling
\begin{equation}
J_3=\frac{2p^2}{4\pi\varepsilon_0\,\varepsilon\,(3a)^3}
=\frac{2(1440)(0.03)^2}{5(1.5)^3}\ \mathrm{meV}=0.154\ \mathrm{meV}.
\end{equation}
Adding $-J_3\sum s_is_{i+3}$ moves $T_D$ from 67 to 82 K, a shift of 22\% from a coupling below 1\% of $J$. Part of the sensitivity can be traced. A wall between two reversed halves breaks one first-, two second- and three third-neighbour pairs and costs $2J-4rJ+6J_3$. Without $J_3$, the second limit in (\ref{limits}) says that $kT_D$ is about this cost divided by $2\ln2$, so the two can be compared in relative terms. Competition leaves just 8 meV of the original 40 meV, to which $J_3$ adds 0.9 meV. That is 12\%, so the wall energy alone does not account for the whole shift. With $J_3$ alone, the two example temperatures stay on their respective sides of the boundary. The dipolar coupling does not stop there, however. It falls as $n^{-3}$, but a wall breaks $n$ pairs at distance $n$, so the contributions to the wall energy fall only as $n^{-2}$. Including the dipolar couplings from the third to the fifth neighbour puts the boundary at 110 K; continuing to the eighth puts it at 127 K, above the second example. The value is still rising with the number of neighbours kept, so neither figure is converged. With eight neighbours the slowest-decaying part of $G$ also stops oscillating again near 1800 K, so its oscillation occupies a temperature window instead of everything above one boundary. The window narrows as the range grows, to about 190--890 K with ten neighbours and 240--500 K with twelve, so these truncations do not show that any such window survives for the full dipolar tail. At 120 K, with the same eight neighbours, $G(4)$ is still negative, but only $-0.012$ (unchanged with twelve or fifteen neighbours) instead of $-0.051$, and the slowest-decaying part of $G$ no longer oscillates. The worked example therefore describes the two-coupling model; condition (\ref{criterion}) applies to a real chain only if the more distant couplings are negligible, for instance through screening. The same dipolar formula makes the second-neighbour coupling ferroelectric, so a positive $r$ needs another microscopic origin.

\paragraph{Tunnelling.} A transverse term $-\Gamma\sum\sigma^x_i$ with $\Gamma=1$ meV was diagonalized on a ten-site ring and compared with the same ring at $\Gamma=0$. The largest change among $G(1)$ to $G(5)$ is $0.026$ at 50 K and $0.001$ at 120 K. Rings of eight and twelve sites give $0.023$ and $0.024$ at 50 K, and at most $0.002$ at 120 K. The 50 K figure is not converged in ring size: to second order in $\Gamma$, which reproduces the twelve-site value, rings of sixteen and eighteen sites give $0.019$ and $0.017$, while the 120 K value stays at $0.001$. The change at 120 K is small beside $|G(4)|=0.051$.

\section{Implementation}

\begin{enumerate}
\item Decide the regime from logarithms, which avoids overflow at low temperature: compare $K+\ln(1+e^{-2K})-\ln2$ with $2rK$.
\item Generate $G(n)$ from (\ref{recurrence}) with $G(0)=1$ and $G(1)=h/R$. This needs no case distinction and avoids the singular $\cot q$ at $T_D$. At 120 K, $2\alpha=0.7265$ and $\beta=0.2425$ give $G(2)=0.7265(0.5847)-0.2425=0.182$.
\item For $J<0$, substitute $s_i\to(-1)^is_i$. The first-neighbour term changes sign and the second-neighbour term does not. Use $|J|$ in $K$, keep the second-neighbour energy as $+r|J|s_is_{i+2}$, and multiply $G(n)$ by $(-1)^n$. Condition (\ref{criterion}) then signals a modulation of the alternating order.
\item Do not use these formulas in an applied field. It removes the reversal symmetry that reduced the problem to two roots.
\end{enumerate}

The formulas were tested against a transfer matrix built from the original dipoles, without bond variables. For both example temperatures and for $(K,r)=(0.5,0.3)$ and $(2,0.8)$, the two values of $G(n)$ differed by no more than $10^{-9}+10^{-5}|G(n)|$ up to $n=25$. At $K=1,2,3$, setting $g=1.05\,c$ gave at least two sign changes within 40 sites, and $g=0.95\,c$ gave none.

\section*{Calculated quantities}
\begin{verbatim}
nearest-neighbour coupling J = 20.0 meV
competing ratio r = 0.40
dipole spacing = 0.50 nm
disorder point K_D = 3.4608
disorder temperature T_D = 67.06 K
S(k) peak leaves k=0 at T_L = 104.72 K
r = 0.10: kT_D/J = 2.4326
r = 0.25: kT_D/J = 0.8205
r = 0.40: kT_D/J = 0.2889
r = 0.49: kT_D/J = 0.0289
--- T = 50 K: kT = 4.3087 meV, K = 4.6418
cosh K = 51.8706, sinh K = 51.8610
exp(2rK) = 40.9948
scaled root 1 = 0.70896 +0.00000 i
scaled root 2 = 0.17021 +0.00000 i
decay length = 1.4537 nm
G(1) = +0.784501
G(2) = +0.569036
G(3) = +0.405612
G(4) = +0.287935
G(5) = +0.204197
G(6) = +0.144778
G(7) = +0.102644
G(8) = +0.072770
--- T = 120 K: kT = 10.3408 meV, K = 1.9341
cosh K = 3.5311, sinh K = 3.3866
exp(2rK) = 4.6986
scaled root 1 = 0.36325 +0.33248 i
scaled root 2 = 0.36325 -0.33248 i
decay length = 0.7058 nm
G(1) = +0.584711
G(2) = +0.182301
G(3) = -0.009346
G(4) = -0.050996
G(5) = -0.034782
G(6) = -0.012903
G(7) = -0.000940
G(8) = +0.002446
120 K: rho = 0.49243, q = 0.74120 rad
120 K: period = 8.477 sites
120 K: period = 4.239 nm
120 K: S(k) peak at k = 0.375 rad/site
cross-chain coupling J' = 0.20 meV
J'S_max/kT: 50 K 0.3016, 120 K 0.0458
mean-field ordering temperature = 34.46 K
dipole = 0.030 e nm, background eps = 5.0
third-neighbour coupling = 0.1536 meV
T_D with third neighbour = 81.59 K
tunnelling coefficient = 1.00 meV
largest tunnelling change of G: 50 K 0.02561, 120 K 0.00114
\end{verbatim}
